# A failing check and its repair

Subject: Planar Dirac levels in sech-squared and exponential magnetic fields.

```python
"""Planar massless Dirac electron (charge -e) in B0/cosh^2(x/a) and B0 exp(-x/a).

Result under test, with energy E = (hbar v/a) eps, kappa = k a,
beta = e B0 a^2/hbar, and s = x/a:
  sech^2 field: eps_n^2 = n(2 beta-n)[1-kappa^2/(beta-n)^2],
                n < beta and |kappa| < (beta-n)^2/beta
  exponential:  eps_n^2 = n(2 kappa-n), 0 <= n < kappa
The zero level is flat inside its window in k and absent outside it.
The first-order equations are l' = eps u - w l and u' = w u - eps l, where
w(s) = kappa + e a A/hbar; l and u are the lower and upper spinor parts
(the upper one with a factor -i removed).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq

STEPS = 1200


def w_sech(s, kappa, beta):
    return kappa + beta * np.tanh(s)


def w_exp(s, kappa, beta):
    return kappa - beta * np.exp(-s)


def levels_sech(kappa, beta):
    """Nonnegative bound levels from the derived formula."""
    found, n = [], 0
    while beta - n > 0 and abs(kappa) * beta < (beta - n) ** 2:
        found.append(np.sqrt(n * (2 * beta - n)
                             * (1 - kappa ** 2 / (beta - n) ** 2)))
        n += 1
    return np.array(found)


def levels_exp(kappa):
    found, n = [], 0
    while n < kappa:
        found.append(np.sqrt(n * (2 * kappa - n)))
        n += 1
    return np.array(found)


def propagate(w, start, stop, eps, l, u):
    """Fourth-order Runge-Kutta for many trial energies at once."""
    h = (stop - start) / STEPS
    ws = w(np.linspace(start, stop, 2 * STEPS + 1)).tolist()
    for j in range(STEPS):
        wa, wb, wc = ws[2 * j], ws[2 * j + 1], ws[2 * j + 2]
        l1, u1 = eps * u - wa * l, wa * u - eps * l
        lt, ut = l + h / 2 * l1, u + h / 2 * u1
        l2, u2 = eps * ut - wb * lt, wb * ut - eps * lt
        lt, ut = l + h / 2 * l2, u + h / 2 * u2
        l3, u3 = eps * ut - wb * lt, wb * ut - eps * lt
        lt, ut = l + h * l3, u + h * u3
        l4, u4 = eps * ut - wc * lt, wc * ut - eps * lt
        l = l + h / 6 * (l1 + 2 * l2 + 2 * l3 + l4)
        u = u + h / 6 * (u1 + 2 * u2 + 2 * u3 + u4)
    return l, u


def dirac_roots(w, left, right, middle):
    """All bound levels in the gap, both signs, by two-sided integration."""
    w_left, w_right = float(w(left)), float(w(right))
    edge = min(abs(w_left), abs(w_right))

    def mismatch(eps):
        big_l = abs(w_left) + np.sqrt(w_left ** 2 - eps ** 2)
        big_r = abs(w_right) + np.sqrt(w_right ** 2 - eps ** 2)
        begin_l = (big_l, -eps) if w_left < 0 else (eps, big_l)
        begin_r = (big_r, eps) if w_right > 0 else (-eps, big_r)
        la, ua = propagate(w, left, middle, eps, *begin_l)
        lb, ub = propagate(w, right, middle, eps, *begin_r)
        return la * ub - ua * lb

    # Points crowd toward the gap edges, where weakly bound levels lie.
    count = 400
    grid = -edge * np.cos((np.arange(count) + 0.5) * np.pi / count)
    values = mismatch(grid)
    hit = np.where(np.sign(values[:-1]) != np.sign(values[1:]))[0]
    if len(hit) == 0:
        return np.array([])
    lo, hi = grid[hit], grid[hit + 1]
    rows = np.arange(len(hit))
    for _ in range(2):
        fine = lo[:, None] + (hi - lo)[:, None] * np.linspace(0, 1, 40)
        f = mismatch(fine.ravel()).reshape(fine.shape)
        col = np.argmax(np.sign(f[:, :-1]) != np.sign(f[:, 1:]), axis=1)
        lo, hi = fine[rows, col], fine[rows, col + 1]
        f_lo, f_hi = f[rows, col], f[rows, col + 1]
    return lo - f_lo * (hi - lo) / (f_hi - f_lo)


def compare(roots, positive):
    """Check the number and position of levels; return the largest error."""
    expected = np.concatenate((-positive[:0:-1], positive))
    assert len(roots) == len(expected), (roots, expected)
    error = float(np.max(np.abs(roots - expected))) if len(roots) else 0.0
    assert error < 1e-5, error  # Runge-Kutta step error is below this
    return error


# Symbolic check of shape invariance and of the summed remainders.
s, b, c, q, g, kap, t = sp.symbols("s b c q g kappa t")


def partner_gap(w_old, w_new):
    return (w_old ** 2 + sp.diff(w_old, s)
            - w_new ** 2 + sp.diff(w_new, s))


def remainder_sech(p, cc):
    return p ** 2 + cc ** 2 / p ** 2 - (p - 1) ** 2 - cc ** 2 / (p - 1) ** 2


gap_sech = partner_gap(b * sp.tanh(s) + c / b,
                       (b - 1) * sp.tanh(s) + c / (b - 1))
gap_sech = gap_sech.subs(sp.tanh(s), t)
assert sp.simplify(gap_sech - remainder_sech(b, c)) == 0
gap_exp = partner_gap(q - g * sp.exp(-s), q - 1 - g * sp.exp(-s))
assert sp.simplify(sp.expand(gap_exp) - (2 * q - 1)) == 0
for n in (1, 2, 3):
    total = sum(remainder_sech(b - j, kap * b) for j in range(n))
    closed = n * (2 * b - n) * (1 - kap ** 2 / (b - n) ** 2)
    assert sp.simplify(total - closed) == 0
    total = sum(2 * (kap - j) - 1 for j in range(n))
    assert sp.expand(total - n * (2 * kap - n)) == 0

# Worked example: round model parameters.
speed, B0, a = 1.0e6, 10.0, 20e-9
beta = const.e * B0 * a ** 2 / const.hbar
unit = const.hbar * speed / a / const.e * 1e3
magnetic_length = np.sqrt(const.hbar / (const.e * B0))
a_nm = a * 1e9
print(f"speed v = {speed:.1e} m/s")
print(f"peak or reference field B0 = {B0:.1f} T")
print(f"field width a = {a_nm:.1f} nm")
print(f"magnetic length at B0 = {magnetic_length * 1e9:.3f} nm")
print(f"beta = {beta:.4f} (dimensionless)")
print(f"energy unit hbar v/a = {unit:.3f} meV")
print(f"uniform-field n=1 level at B0 = {unit * np.sqrt(2 * beta):.2f} meV")

# Direct Dirac levels against the formulas, inside and outside the windows.
worst = 0.0
print("sech^2 field: levels n=0,1,2,... from the Dirac equation")
branch_end = (beta - 1) ** 2 / beta
cases = [0.0, 1.0, 2.0, 4.0, -2.0, branch_end - 0.09, branch_end + 0.09,
         beta - 0.18, beta + 0.9]
for i, kappa in enumerate(cases):
    roots = dirac_roots(lambda z: w_sech(z, kappa, beta), -12.0, 12.0, 0.0)
    worst = max(worst, compare(roots, levels_sech(kappa, beta)))
    if i < 4:
        upper = np.abs(roots[len(roots) // 2:]) * unit
        text = ", ".join(f"{e:.2f}" for e in upper)
        print(f"  k = {kappa / a_nm:.3f} 1/nm: {text} meV")
    if i == len(cases) - 1:
        print(f"  k = {kappa / a_nm:.3f} 1/nm: {len(roots)} bound levels")
print(f"  zero level exists for |k| < {beta / a_nm:.4f} 1/nm")
print(f"  n=1 branch ends at |k| = {branch_end / a_nm:.4f} 1/nm")

print("exponential field: levels n=0,1,2,... from the Dirac equation")
for kappa in (0.3, 1.5, 2.5, 3.5, -1.0):
    roots = dirac_roots(lambda z: w_exp(z, kappa, beta),
                        np.log(beta / 30), 20.0, 0.5)
    worst = max(worst, compare(roots, levels_exp(kappa)))
    if len(roots):
        upper = np.abs(roots[len(roots) // 2:]) * unit
        text = ", ".join(f"{e:.2f}" for e in upper)
        print(f"  k = {kappa / a_nm:.3f} 1/nm: {text} meV")
    else:
        print(f"  k = {kappa / a_nm:.3f} 1/nm: no bound level")
# A different field strength must leave these levels unchanged.
other_beta = 2.0
roots = dirac_roots(lambda z: w_exp(z, 2.5, other_beta),
                    np.log(other_beta / 30), 20.0, 0.5)
worst = max(worst, compare(roots, levels_exp(2.5)))
other_B0 = other_beta * const.hbar / (const.e * a ** 2)
print(f"  at B0 = {other_B0:.3f} T, k = {2.5 / a_nm:.3f} 1/nm: "
      f"n=1 at {roots[roots > 0.01][0] * unit:.2f} meV")
print(f"largest level error, Dirac minus formula = {worst * unit:.1e} meV")

# A distorted field has no shape invariance, yet keeps its zero level.
print("distorted sech^2 field, w gains 1.5 exp[-(x/a-0.7)^2]:")
for kappa in (1.0, 2.0):
    roots = dirac_roots(lambda z: w_sech(z, kappa, beta)
                        + 1.5 * np.exp(-(z - 0.7) ** 2), -12.0, 12.0, 0.0)
    zero = np.min(np.abs(roots))
    first = roots[roots > 0.01][0]
    assert zero < 1e-5
    assert abs(first - levels_sech(kappa, beta)[1]) > 0.02
    print(f"  k = {kappa / a_nm:.3f} 1/nm: n=0 at {zero * unit:.2f} meV, "
          f"n=1 at {first * unit:.2f} meV")


def slope_sech(kappa, n):
    eps = np.sqrt(n * (2 * beta - n) * (1 - kappa ** 2 / (beta - n) ** 2))
    return -kappa * n * (2 * beta - n) / ((beta - n) ** 2 * eps)


def spinor_velocity(z, w, w_next, u, eps):
    """Check the explicit n=1 spinor and return <sigma_y>."""
    l = (w + w_next) * u / eps
    residual = np.gradient(l, z) + w * l - eps * u
    assert np.max(np.abs(residual)) < 1e-3 * np.max(np.abs(l))
    return 2 * simpson(u * l, x=z) / simpson(u * u + l * l, x=z)


print("n=1 velocity along y, from the spinor:")
for kappa in (1.0, 2.0, 4.0):
    z = np.linspace(-15, 15, 30001)
    cc = kappa * beta
    w_next = (beta - 1) * np.tanh(z) + cc / (beta - 1)
    u = np.exp(-(beta - 1) * np.log(np.cosh(z)) - cc * z / (beta - 1))
    velocity = spinor_velocity(z, w_sech(z, kappa, beta), w_next, u,
                               levels_sech(kappa, beta)[1])
    assert abs(velocity - slope_sech(kappa, 1)) < 1e-5
    print(f"  sech^2, k = {kappa / a_nm:.3f} 1/nm: {velocity:.4f} v")
for kappa in (1.5, 2.5, 3.5):
    z = np.linspace(np.log(beta / 30), 40, 40001)
    u = np.exp(-(kappa - 1) * z - beta * np.exp(-z))
    eps = levels_exp(kappa)[1]
    velocity = spinor_velocity(z, w_exp(z, kappa, beta),
                               w_exp(z, kappa - 1, beta), u, eps)
    assert abs(velocity - 1 / eps) < 1e-5
    print(f"  exponential, k = {kappa / a_nm:.3f} 1/nm: {velocity:.4f} v")
# The continuum edge beta-|kappa| has slope -1 for positive kappa.
for n in (1, 2, 3):
    assert abs(slope_sech((beta - n) ** 2 / beta, n) + 1) < 1e-10


def local_landau(w, left, right):
    """n=1 Landau level in the field at the guiding centre w=0."""
    centre = brentq(w, left, right)
    step = 1e-5
    slope = (w(centre + step) - w(centre - step)) / (2 * step)
    return centre, np.sqrt(2 * slope)


# For broad fields the exact levels approach the local Landau levels.
_, local = local_landau(lambda z: w_sech(z, 200.0, 600.0), -5, 5)
assert abs(levels_sech(200.0, 600.0)[1] / local - 1) < 5e-3
_, local = local_landau(lambda z: w_exp(z, 200.0, 600.0), -5, 5)
assert abs(levels_exp(200.0)[1] / local - 1) < 5e-3
print("guiding centre and local n=1 Landau level:")
for name, w, kappa in (("sech^2", w_sech, 2.0), ("exponential", w_exp, 2.5)):
    centre, local = local_landau(lambda z: w(z, kappa, beta), -5, 5)
    print(f"  {name}, k = {kappa / a_nm:.3f} 1/nm: "
          f"x0 = {centre * a_nm:.2f} nm, E = {local * unit:.2f} meV")

# Allowed k values per length against the number of flux quanta.
flux = B0 * a * quad(lambda z: 1 / np.cosh(z) ** 2, -30, 30)[0]
quanta = flux * const.e / const.h
density = 2 * beta / (2 * np.pi * a)
assert abs(quanta / density - 1) < 1e-8
print(f"sech^2 zero states per length along y = {density * 1e-9:.4f} 1/nm")
print(f"sech^2 flux quanta per length along y = {quanta * 1e-9:.4f} 1/nm")

print("done: every assertion held")
```

It fails:

```
speed v = 1.0e+06 m/s
peak or reference field B0 = 10.0 T
field width a = 20.0 nm
magnetic length at B0 = 8.113 nm
beta = 6.0771 (dimensionless)
energy unit hbar v/a = 32.911 meV
uniform-field n=1 level at B0 = 114.74 meV
sech^2 field: levels n=0,1,2,... from the Dirac equation
  k = 0.000 1/nm: 0.00, 109.91, 148.31, 172.47, 187.96, 196.83, 199.98 meV
  k = 0.050 1/nm: 0.00, 107.76, 143.78, 163.11 meV
  k = 0.100 1/nm: 0.00, 101.03, 129.24 meV
  k = 0.200 1/nm: 0.00, 67.69 meV
  k = 0.349 1/nm: 0 bound levels
  zero level exists for |k| < 0.3039 1/nm
  n=1 branch ends at |k| = 0.2121 1/nm
exponential field: levels n=0,1,2,... from the Dirac equation
  k = 0.015 1/nm: 0.00 meV
  k = 0.075 1/nm: 0.00, 46.54 meV
  k = 0.125 1/nm: 0.00, 65.82, 80.61 meV
  k = 0.175 1/nm: 0.00, 80.61, 104.07, 114.01 meV
  k = -0.050 1/nm: no bound level
  at B0 = 3.291 T, k = 0.125 1/nm: n=1 at 65.82 meV
largest level error, Dirac minus formula = 2.2e-06 meV
distorted sech^2 field, w gains 1.5 exp[-(x/a-0.7)^2]:
  k = 0.050 1/nm: n=0 at 0.00 meV, n=1 at 114.78 meV
  k = 0.100 1/nm: n=0 at 0.00 meV, n=1 at 105.56 meV
n=1 velocity along y, from the spinor:
  sech^2, k = 0.050 1/nm: -0.1322 v
  sech^2, k = 0.100 1/nm: -0.2819 v
Traceback (most recent call last):
  File "check.py", line 220, in <module>
    assert abs(velocity - slope_sech(kappa, 1)) < 1e-5
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The velocity formula is right; the check failed because its quadrature window was too short. At k = 0.200 1/nm the n = 1 state in the sech² field is close to its branch end, and its amplitude decays to the left only as exp(0.29 x/a), so cutting the integrals at |x| = 15a lost about 10⁻⁴ of the norm. The sech² velocity integrals now run to |x| = 60a with the same grid spacing. The tested quantities, cases and tolerances are unchanged.

Repair:

```diff
@@ -212,5 +212,6 @@
 print("n=1 velocity along y, from the spinor:")
 for kappa in (1.0, 2.0, 4.0):
-    z = np.linspace(-15, 15, 30001)
+    # Near its branch end the state has a long tail, so the range is wide.
+    z = np.linspace(-60, 60, 120001)
     cc = kappa * beta
     w_next = (beta - 1) * np.tanh(z) + cc / (beta - 1)
```

The mended program passes:

```
speed v = 1.0e+06 m/s
peak or reference field B0 = 10.0 T
field width a = 20.0 nm
magnetic length at B0 = 8.113 nm
beta = 6.0771 (dimensionless)
energy unit hbar v/a = 32.911 meV
uniform-field n=1 level at B0 = 114.74 meV
sech^2 field: levels n=0,1,2,... from the Dirac equation
  k = 0.000 1/nm: 0.00, 109.91, 148.31, 172.47, 187.96, 196.83, 199.98 meV
  k = 0.050 1/nm: 0.00, 107.76, 143.78, 163.11 meV
  k = 0.100 1/nm: 0.00, 101.03, 129.24 meV
  k = 0.200 1/nm: 0.00, 67.69 meV
  k = 0.349 1/nm: 0 bound levels
  zero level exists for |k| < 0.3039 1/nm
  n=1 branch ends at |k| = 0.2121 1/nm
exponential field: levels n=0,1,2,... from the Dirac equation
  k = 0.015 1/nm: 0.00 meV
  k = 0.075 1/nm: 0.00, 46.54 meV
  k = 0.125 1/nm: 0.00, 65.82, 80.61 meV
  k = 0.175 1/nm: 0.00, 80.61, 104.07, 114.01 meV
  k = -0.050 1/nm: no bound level
  at B0 = 3.291 T, k = 0.125 1/nm: n=1 at 65.82 meV
largest level error, Dirac minus formula = 2.2e-06 meV
distorted sech^2 field, w gains 1.5 exp[-(x/a-0.7)^2]:
  k = 0.050 1/nm: n=0 at 0.00 meV, n=1 at 114.78 meV
  k = 0.100 1/nm: n=0 at 0.00 meV, n=1 at 105.56 meV
n=1 velocity along y, from the spinor:
  sech^2, k = 0.050 1/nm: -0.1322 v
  sech^2, k = 0.100 1/nm: -0.2819 v
  sech^2, k = 0.200 1/nm: -0.8415 v
  exponential, k = 0.075 1/nm: 0.7071 v
  exponential, k = 0.125 1/nm: 0.5000 v
  exponential, k = 0.175 1/nm: 0.4082 v
guiding centre and local n=1 Landau level:
  sech^2, k = 0.100 1/nm: x0 = -6.84 nm, E = 108.34 meV
  exponential, k = 0.125 1/nm: x0 = 17.76 nm, E = 73.59 meV
sech^2 zero states per length along y = 0.0967 1/nm
sech^2 flux quanta per length along y = 0.0967 1/nm
done: every assertion held
```
